# Dielectric-matrix mixing as Newton's method, and the cost of truncation

## 1. The question

Consider a metal slab in a periodic cell with vacuum. In a self-consistent calculation, a small long-wavelength error in the input potential moves charge across the slab. The field of that charge is large, because the Coulomb kernel $4\pi/G^2$ is large at small $G$. Simple mixing must then take small steps. An alternative multiplies the residual by the inverse dielectric matrix instead. To save work, the matrix may be inverted only for small $G$. This text shows that the full scheme is Newton's method and finds the convergence rate that remains after truncation.

Atomic units are used. Let $V$ be the effective input potential and $n[V]$ its density at fixed electron number. The output potential and the residual are

$$F(V)=V_{\rm ext}+v\,n[V]+v_{xc}[n[V]],\qquad R(V)=F(V)-V, \tag{1}$$

where $v$ is the Coulomb kernel and $v_{xc}$ depends on the density alone, so orbital-dependent functionals are not covered. A constant in $V$ does not change the density, so all potentials are taken with zero mean and the $G=0$ component is dropped. A solution $V_*$ satisfies $R(V_*)=0$.

## 2. The response of the density

Let $\psi_i$ be real orbitals with energies $e_i$ and occupations $f_i=f(e_i-\mu)$, where $f$ is smooth and decreasing. Add a small potential $U$ with matrix elements $U_{ij}$. First-order perturbation theory gives

$$\delta e_i=U_{ii},\qquad \delta\psi_i=\sum_{j\ne i}\frac{U_{ji}}{e_i-e_j}\,\psi_j .$$

The density $n=\sum_i f_i\psi_i^2$ changes through the orbitals and through the occupations:

$$\delta n=2\sum_{i\neq j}\frac{f_i}{e_i-e_j}U_{ij}\psi_i\psi_j+\sum_i f_i'\,(U_{ii}-\delta\mu)\,\psi_i^2 .$$

In the first sum, take half of the expression and half of the same expression with $i$ and $j$ exchanged. The denominator changes sign and $U_{ij}\psi_i\psi_j$ does not, so

$$\delta n=\sum_{i\ne j}\frac{f_i-f_j}{e_i-e_j}\,U_{ij}\psi_i\psi_j+\sum_i f_i'\,(U_{ii}-\delta\mu)\,\psi_i^2\equiv\chi_0U. \tag{2}$$

For degenerate levels the quotient is replaced by its limit $f_i'$. The first sum integrates to zero by orthogonality. Fixed electron number therefore requires

$$\sum_i f_i'(U_{ii}-\delta\mu)=0,\qquad \delta\mu=\frac{\sum_i f_i'U_{ii}}{\sum_i f_i'} . \tag{3}$$

This Fermi-level shift is part of $\chi_0$. It drops out if all $f_i'$ vanish, as in a gapped system at zero temperature. It also vanishes in a uniform system: there $\sum_i f_i'\psi_i^2$ is constant, so $\sum_i f_i'U_{ii}$ is proportional to the mean of $U$, which is zero.

The sign of $\chi_0$ is needed later. Multiply (2) by $U$ and integrate. By (3), subtracting $\delta\mu\sum_i f_i'(U_{ii}-\delta\mu)=0$ completes a square:

$$\int U\,\chi_0U=\sum_{i\ne j}\frac{f_i-f_j}{e_i-e_j}U_{ij}^2+\sum_i f_i'(U_{ii}-\delta\mu)^2\le0, \tag{4}$$

because $f$ decreases. Thus $\chi_0$ is symmetric and negative semidefinite.

## 3. Newton's method

With $f_{xc}=\delta v_{xc}/\delta n$, the chain rule applied to (1) gives $\delta F=(v+f_{xc})\,\delta n=(v+f_{xc})\chi_0U$. Hence

$$R'(V)=(v+f_{xc})\chi_0-1=-\varepsilon(V),\qquad \varepsilon=1-(v+f_{xc})\chi_0 . \tag{5}$$

Newton's method chooses the step $\delta$ that makes the linearised residual vanish: $0=R(V)-\varepsilon(V)\delta$. The update is

$$V_{\rm new}=V+\varepsilon(V)^{-1}R(V), \tag{6}$$

which is mixing with the inverse dielectric matrix.

To find the order of convergence, write $V=V_*+e$ and expand about $V$:

$$0=R(V-e)=R(V)+\varepsilon(V)e+q,\qquad q=O(e^2).$$

Solving for $R(V)$ and inserting it in (6) gives

$$e_{\rm new}=e+\varepsilon^{-1}(-\varepsilon e-q)=-\varepsilon^{-1}q=O(e^2). \tag{7}$$

This holds near $V_*$ if $F$ is smooth and $\varepsilon(V_*)$ is invertible. Occupations that jump at a level crossing violate the first condition. An electronic instability, where $\varepsilon$ acquires a zero eigenvalue, violates the second. Far from the solution, the full step carries no guarantee.

Now replace $\varepsilon^{-1}$ by another matrix $M$, either fixed or varying smoothly with $V$. Since $R(V)=-\varepsilon(V_*)e+O(e^2)$,

$$e_{\rm new}=(1-M\varepsilon)\,e+O(e^2), \tag{8}$$

with $M$ and $\varepsilon$ taken at $V_*$. Let $\rho$ be the spectral radius of $1-M\varepsilon$, meaning its largest eigenvalue in magnitude. The iteration converges locally if $\rho<1$, and a generic error eventually shrinks by a factor $\rho$ per step. Two cases matter in practice:

- If the matrix is frozen at a starting potential, $\varepsilon_0=\varepsilon(V_0)$, the error matrix is $\varepsilon_0^{-1}(\varepsilon_0-\varepsilon)$.
- If the map contains exchange-correlation but the preconditioner is $\varepsilon_H=1-v\chi_0$, then $\varepsilon=\varepsilon_H-f_{xc}\chi_0$ and the error matrix is $\varepsilon_H^{-1}f_{xc}\chi_0$.

Neither matrix vanishes in general. If $\rho<1$, convergence is then generally linear; if $\rho>1$, a generic small error grows. A frozen matrix can fail in this way when the starting potential is far from the solution.

## 4. Inverting only the small-G block

Let $P$ contain the components $0<|G|\le G_c$ and let $Q$ contain the rest. The preconditioner is

$$M=(\varepsilon_{PP})^{-1}\oplus\alpha\,1_Q . \tag{9}$$

This is the inverse of a block, not a block of the full inverse. From here until Section 6 the map is Hartree only, $f_{xc}=0$. Then $v$ is diagonal in $G$ and positive, and $\varepsilon$ can be made Hermitian:

$$\tilde\varepsilon=v^{-1/2}\varepsilon\,v^{1/2}=1-v^{1/2}\chi_0v^{1/2}
=\begin{pmatrix}A&B\\B^\dagger&D\end{pmatrix}. \tag{10}$$

By (4), $\tilde\varepsilon\ge1$, meaning that no eigenvalue is below 1. Because the scaling is diagonal in $G$, it does not mix $P$ and $Q$. It turns $M$ into $\tilde M=A^{-1}\oplus\alpha$ and leaves the eigenvalues of $1-M\varepsilon$ unchanged. The off-diagonal blocks $B$ and $B^\dagger$ are the wings.

Take $\alpha=1$ first and define

$$K=D-1,\qquad W=B^\dagger A^{-1}B . \tag{11}$$

Multiplying out the blocks gives

$$1-\tilde M\tilde\varepsilon=-\begin{pmatrix}0&A^{-1}B\\B^\dagger&K\end{pmatrix}. \tag{12}$$

For an eigenvector $(x,y)$ with eigenvalue $\lambda\neq0$,

$$\lambda x=-A^{-1}By,\qquad \lambda y=-B^\dagger x-Ky .$$

Multiply the second equation by $\lambda$ and insert the first. This gives $\lambda^2y=Wy-\lambda Ky$, or

$$(\lambda^2+\lambda K-W)\,y=0 . \tag{13}$$

Here $y\ne0$, since $y=0$ would force $x=0$. Conversely, each solution of (13) with $\lambda\ne0$ gives an eigenvector with $x=-A^{-1}By/\lambda$. The rate is therefore set by the neglected block $K$ and by the wings through $W$.

The zero in the upper left of (12) shows that an error in $P$ does not reproduce itself in $P$. It does create an error in $Q$ through $B^\dagger$, and an error in $Q$ creates one in $P$ through $A^{-1}B$. The product of these two transfers is $W$, which is why it appears beside $\lambda^2$, the factor for two steps.

## 5. Bounds and the condition for convergence

Let $X=A^{-1/2}B$, so that $W=X^\dagger X$. Transforming (12) with $A^{1/2}\oplus1$ gives

$$-\begin{pmatrix}0&X\\X^\dagger&K\end{pmatrix}, \tag{14}$$

because $A^{1/2}A^{-1}B=X$ and $B^\dagger A^{-1/2}=X^\dagger$. This matrix is Hermitian, so its eigenvalues are real and $\rho$ equals its norm. Let $k=\|K\|$ and $w=\|W\|=\|X\|^2$.

The norm of a matrix is at least the norm of each block, which gives a lower bound. For the upper bound, apply (14) to $(x,y)$. The two parts of the result have lengths at most $\sqrt w\,|y|$ and $\sqrt w\,|x|+k|y|$. Hence $\rho$ is at most the norm of the $2\times2$ matrix with rows $(0,\sqrt w)$ and $(\sqrt w,k)$. Its eigenvalues solve $t^2-kt-w=0$, so

$$\max(k,\sqrt w)\le\rho\le\frac{k+\sqrt{k^2+4w}}2 . \tag{15}$$

The wings are not independent of the neglected block. Insert $x=-A^{-1}By$ in the quadratic form of $\tilde\varepsilon$. The four terms are $y^\dagger Wy$, twice $-y^\dagger Wy$, and $y^\dagger Dy$. Since $\tilde\varepsilon\ge1$,

$$y^\dagger(D-W)y\ge|x|^2+|y|^2\ge|y|^2\quad\Longrightarrow\quad W\le K . \tag{16}$$

A small neglected block thus forces small wings. With $w\le k$, (15) allows a rate of order $\sqrt k$ when $k$ is small. This is an upper bound, and the actual rate may be much lower.

For general $\alpha>0$, the matrix $\tilde M\tilde\varepsilon$ has the same eigenvalues as

$$\tilde M^{1/2}\tilde\varepsilon\tilde M^{1/2}=\begin{pmatrix}1&\sqrt\alpha X\\\sqrt\alpha X^\dagger&\alpha D\end{pmatrix}, \tag{17}$$

which is positive definite. The condition $\rho<1$ requires all its eigenvalues to be below 2. Subtract (17) from 2 and complete the square in the quadratic form:

$$|x|^2-2\sqrt\alpha\,{\rm Re}\,x^\dagger Xy+y^\dagger(2-\alpha D)y
=|x-\sqrt\alpha Xy|^2+y^\dagger(2-\alpha D-\alpha W)y .$$

This is positive for every nonzero $(x,y)$ if and only if

$$\alpha\,\lambda_{\max}(D+W)<2 . \tag{18}$$

A small enough $\alpha$ therefore restores local convergence in the Hartree case. For $\alpha=1$, (18) reads $\lambda_{\max}(K+W)<1$, and by (16) $k<1/2$ is sufficient.

A larger cutoff cannot increase $k$, because the new $K$ is a principal block of the old one, and it lowers an upper bound on $k$. For $y$ in $Q$, $|v^{1/2}y|^2\le(4\pi/G_c^2)|y|^2$, so

$$k\le\frac{4\pi}{G_c^2}\,\|\chi_0\| . \tag{19}$$

The price is the size of the block. In a three-dimensional cell of volume $\Omega$, the sphere holds about $(4\pi G_c^3/3)\,\Omega/(2\pi)^3=\Omega G_c^3/6\pi^2$ vectors, so at fixed $G_c$ the block grows with the cell.

In a uniform system $\chi_0$ commutes with translations and is diagonal in $G$. Then $B=0$ and $\rho=k$. Wings require inhomogeneity.

## 6. What changes with exchange-correlation

With $f_{xc}$ present, (10) is in general no longer Hermitian. Let $C=\varepsilon_{QP}$, $B=\varepsilon_{PQ}$, $A=\varepsilon_{PP}$ and $W=CA^{-1}B$. The elimination that led to (13) used no symmetry, so (13) still holds if $A$ is invertible. The bounds (15), the inequality (16) and the damping condition (18) used $\tilde\varepsilon\ge1$ or Hermiticity and do not carry over without further argument.

## 7. A jellium slab

The example is a slab of thickness 20 bohr in a cell of 40 bohr, with $r_s=3$ bohr and $k_BT=0.01$ hartree. The background density is $n_0=3/(4\pi r_s^3)=0.008842$ bohr$^{-3}$, which gives $20\,n_0=0.1768$ electrons per bohr$^2$. The background edges are smoothed over 1 bohr, and only $k_z=0$ is sampled. The main calculation is at Hartree level and omits exchange and correlation. At this level the electrons are only weakly bound: the Fermi level lies 0.012 hartree, about $k_BT$, below the potential at the cell edge, where the density is still 0.6% of $n_0$. The vacuum is therefore not empty, and the numbers below illustrate the formulas; they are not rates for a real surface. They do not change when the grid of 81 points is refined to 121, and sampling four $k_z$ changes them by 0.5% or less. They do depend on the cell and on the map. In a cell of 60 bohr the largest eigenvalue of $\varepsilon$ rises from 23.9 to 31.6, and at $G_c=0.314$, $0.628$ and $0.942$ bohr$^{-1}$ the rates $\rho$ rise from 2.68, 0.914 and 0.374 to 2.98, 0.982 and 0.405. With local-density exchange in both the map and the block, in the 40 bohr cell, the Fermi level lies 0.079 hartree below the edge potential and the three rates are 2.39, 0.61 and 0.14.

Motion in the plane is free. With spin, there are $1/\pi$ states per unit area and energy, so a level $e_i$ of the motion along $z$ has the occupation

$$F_i=\frac1\pi\int_0^\infty\frac{dE}{1+e^{(e_i+E-\mu)/k_BT}}=\frac{k_BT}\pi\ln\!\left(1+e^{(\mu-e_i)/k_BT}\right).$$

A perturbation that depends on $z$ alone conserves the in-plane momentum. The in-plane energy cancels in $e_i-e_j$, and (2) holds with $f_i$ replaced by $F_i$.

**Newton's method.** The numerical check compares $-\varepsilon$ with a finite-difference Jacobian of the residual. They differ by $2.4\times10^{-9}$ relative to the largest element of $\varepsilon$. From a well of depth 0.2 hartree, the largest residuals of successive iterates, in hartree, are

$$8.3\times10^{-2},\;3.5\times10^{-2},\;7.9\times10^{-4},\;1.7\times10^{-6},\;1.2\times10^{-11}.$$

At each step the new residual is the square of the old one times a factor between about 0.6 and 5: $3.5\times10^{-2}/(8.3\times10^{-2})^2\approx5$, $7.9\times10^{-4}/(3.5\times10^{-2})^2\approx0.6$, $1.7\times10^{-6}/(7.9\times10^{-4})^2\approx2.7$ and $1.2\times10^{-11}/(1.7\times10^{-6})^2\approx4$ per hartree.

A sharper test halves a small starting error and compares the errors after one step. Quadratic convergence predicts a ratio of 4, linear convergence a ratio of 2. The full $\varepsilon$ gives 4.000. When local-density exchange is added to the map, the full $\varepsilon$ gives 4.003, but $\varepsilon$ without $f_x$ gives 2.000, with a rate of 0.24 per step. For the Hartree map, freezing $\varepsilon$ at the starting well gives a rate of 0.35.

**Simple mixing.** The eigenvalues of $\varepsilon$ run from 1.000 to 23.89. Simple mixing multiplies an error component by $1-\alpha\lambda_\varepsilon$, where $\lambda_\varepsilon$ is its eigenvalue. The best $\alpha$ makes the two extreme factors equal and opposite: $\alpha=2/(1+23.89)=0.080$. The rate is $22.89/24.89=0.920$.

**Truncated inversion.** The table uses $\alpha=1$ and inverts the first $m$ shells $\pm G$. The column $\rho$ comes from (13). The measured rate comes from repeated SCF steps on a small error that is rescaled after each step. The last column counts steps from the well to a residual of $10^{-8}$ hartree, with the block rebuilt at each step and at most 60 steps allowed; a dash marks a case with $\rho>1$, which was not run.

| $m$ | $G_c$ (bohr$^{-1}$) | $k$ | $\sqrt w$ | $\rho$ | measured | steps |
|---|---|---|---|---|---|---|
| 1 | 0.157 | 5.540 | 1.418 | 5.839 | 5.839 | – |
| 2 | 0.314 | 2.473 | 0.838 | 2.678 | 2.678 | – |
| 4 | 0.628 | 0.814 | 0.366 | 0.914 | 0.908 | not reached |
| 6 | 0.942 | 0.305 | 0.179 | 0.374 | 0.374 | 15 |
| 10 | 1.571 | 0.041 | 0.024 | 0.048 | 0.048 | 5 |
| 16 | 2.513 | 0.007 | 0.003 | 0.008 | 0.008 | 4 |

For $m=6$, the upper bound in (15) is

$$\tfrac12\left(0.305+\sqrt{0.305^2+4\times0.179^2}\right)=0.388,$$

and the lower bound is 0.305. The rate 0.374 lies between them. Without wings it would be $k=0.305$, so the wings slow the convergence noticeably. Full inversion takes 4 steps, as does $m=16$, so the remaining shells save no step at this tolerance.

For $m=4$, $\lambda_{\max}(K+W)=0.904$, so the iteration converges locally, but slowly: with $\alpha=1$, $|\ln\rho|=0.090$ against $0.084$ for the best simple mixing, which means only about 7% fewer steps. The slowness comes from the choice $\alpha=1$: with $\alpha\approx0.64$ the rate for $m=4$ falls to about 0.36, and with $\alpha\approx0.36$ even $m=2$ reaches about 0.64. The rest of this paragraph keeps $\alpha=1$. This comparison refers to a generic error. The two largest error factors are $-0.914$, for a mode odd in $z$, and $-0.905$, for a mode even in $z$; the measured rate 0.908 lies between them in magnitude. The starting well is even in $z$ and the iteration keeps this symmetry, so the run from the well contracts by 0.905 per step. After 60 steps its residual is still about $6\times10^{-5}$ hartree, and it needs about 150 steps to reach $10^{-8}$ hartree.

For $m=2$, the undamped iteration diverges. Here $\lambda_{\max}(K+W)=3.048$, and (18) gives the limit $\alpha=2/(1+3.048)=0.494$. The measured rates are 0.924 at 0.95 times this value and 1.077 at 1.05 times it, on the two sides of 1 as required.

The largest element of $\tilde\varepsilon$ between different shells is 5.4 in the slab in a basis of cosines and sines, and 5.0 in the basis $e^{iGz}$. In a uniform system it is $6\times10^{-14}$, which is zero to rounding.

## 8. Implementation

1. Compute $R=F(V)-V$ and remove its $G=0$ component.
2. Build $\varepsilon_{PP}$ at the current $V$, with the Fermi-level term (3) and with $f_{xc}$ if the map contains it. A truncated sum over empty states makes $M$ approximate, and (8) then applies.
3. Solve $\varepsilon_{PP}\,\delta_P=R_P$, set $\delta_Q=\alpha R_Q$, and update $V\leftarrow V+\delta$.
4. Near convergence, monitor the ratio of successive residual norms, averaged over several steps. It estimates $\rho$ without forming $K$ or $W$, provided the error contains the slowest mode; a start with the symmetry of the system shows only the rate of the modes of that symmetry.
5. In the Hartree case, if the iteration diverges near the solution, reduce $\alpha$ or raise $G_c$. By (18), a small enough $\alpha$ cures the divergence. A large enough $G_c$ does so too, provided $\alpha<2$: by (16) and (19), $K$ and $W$ then tend to zero, and (18) reduces to $\alpha<2$. Raising $G_c$ also removes the cause, since it shrinks both $K$ and the bound on the wings.

If the block is extended to all $G$, step 3 becomes the Newton step (6). Rebuilding the block at each step cannot by itself restore quadratic convergence while $K$ and the wings remain, because the linear term in (8) is still there.

## Numbers as computed

```
rs = 3.0 bohr, slab 20.0 bohr, cell 40.0 bohr, 81 grid points
edge width = 1.0 bohr, kT = 0.01 hartree
background density n0 = 0.008842 bohr^-3
electrons per area = 0.176839 bohr^-2
start: well of depth 0.2 hartree with the background's shape
Hartree potential, cell edge minus slab centre = 0.21691 hartree
  the same = 5.902 eV
Fermi level minus potential at centre = 0.20455 hartree
density at cell edge / n0 = 6.28e-03
Jacobian vs -eps, relative: Hartree 2.4e-09, with exchange 2.4e-09
Newton from start, step halvings = 0; max residual (hartree):
  iterate 0: 8.330e-02
  iterate 1: 3.539e-02
  iterate 2: 7.908e-04
  iterate 3: 1.712e-06
  iterate 4: 1.210e-11
  iterate 5: 2.939e-14
Error ratio after one step when the starting error is halved:
  full eps, Hartree map       4.000
  full eps, map with exchange 4.003
  eps without f_x, same map   2.000
  six shells inverted         2.031
eps frozen at start: rate 0.3482, measured 0.3482
eps without f_x: rate 0.2375, measured 0.2375
eigenvalues of eps (Hartree): 1.0000 to 23.890
best simple mixing: alpha 0.0804, rate 0.9196, measured 0.9193
Inverted shells m, cutoff Gc (1/bohr), k, sqrt(w), rate, measured,
upper bound, largest eigenvalue of K+W, steps from start to 1e-8 hartree
  1 0.157 5.5398 1.4180 5.8392 5.8392 5.8816 7.3590 -
  2 0.314 2.4727 0.8382 2.6777 2.6775 2.7300 3.0483 -
  4 0.628 0.8140 0.3661 0.9136 0.9077 0.9544 0.9043 none
  6 0.942 0.3050 0.1791 0.3745 0.3744 0.3878 0.3299 15
 10 1.571 0.0407 0.0241 0.0484 0.0483 0.0519 0.0410 5
 16 2.513 0.0071 0.0034 0.0078 0.0078 0.0085 0.0071 4
all 40 shells inverted (Newton, no halving): steps 4
m = 2: largest stable alpha = 0.4940
  measured rate at 0.95 alpha 0.9238, at 1.05 alpha 1.0773
largest element between shells: uniform 5.5e-14, slab 5.449
```
